# Separating diffusive loss from phonon boundary scattering in a perforated silicon film

## Question

I am stuck on an exercise about a silicon film with cylindrical holes etched right through it. The holes form a square array and take up 30 percent of the area. The film is 150 nm thick, the pitch is 500 nm, and everything is near 300 K. The in-plane thermal conductivity is given as 60 W/(m K) for the same film without holes and 24 W/(m K) with holes. The exercise calls these round, illustrative values.

I am told to use the two-dimensional Maxwell formula to separate the "purely diffusive" loss from "additional phonon boundary scattering". My first idea was that 30 percent of the material is gone, so diffusion should leave 70 percent of the conductivity, and the rest of the drop is scattering. Is that right? Where does Maxwell's formula come from, and does whatever is left over really prove that phonons scatter from the hole walls?

## Answer

Removing 30 percent of the area costs more than 30 percent of the conductivity, because the remaining heat must also flow around the holes. Maxwell's formula accounts for both effects. What is left after dividing by it is a well-defined number, but calling that number boundary scattering needs a further assumption about the silicon.

Let $k_f$ be the conductivity of the unpatterned film, $k_m$ the measured value with holes, and $\phi=0.30$ the hole area fraction. I take $k_m$ to be defined with the full cross-section of the film, holes included, and the sample to span many holes. The algebra involves only ratios of conductivities and of lengths, so it holds in any units, atomic units included.

### One hole

Suppose first that heat obeys Fourier's law, with the same $k_f$ everywhere in the remaining solid. The hole walls and the film faces pass no heat. The temperature then does not vary through the thickness, and in steady state it obeys Laplace's equation in the plane.

Put one hole of radius $R$ in a uniform temperature gradient $G$ along $x$. Far away $T=Gr\cos\theta$. The hole can add only terms that die away with distance, and the one with the same angular dependence is $\cos\theta/r$. So try

$$T=G\left(r+\frac{B}{r}\right)\cos\theta .$$

No heat crosses the wall, so the radial derivative vanishes at $r=R$:

$$G\left(1-\frac{B}{R^2}\right)\cos\theta=0
\quad\Rightarrow\quad B=R^2 .$$

Seen from far away, the hole is a dipole of strength $R^2$.

### Many holes seen as one uniform disc

Now take a large disc of radius $R_b$ containing $N$ holes. We want the conductivity $k_e$ of a uniform disc that would disturb the distant temperature in the same way.

For the uniform disc, write $T=GAr\cos\theta$ inside and $T=G(r+B/r)\cos\theta$ outside, and define $b=B/R_b^2$. Temperature and radial heat flux must both be continuous at $R_b$:

$$A=1+b,\qquad k_eA=k_f(1-b).$$

Insert the first equation into the second and collect the terms in $b$:

$$k_e+k_eb=k_f-k_fb
\quad\Rightarrow\quad
b=\frac{k_f-k_e}{k_f+k_e}.$$

The dipole strength of the uniform disc is therefore $R_b^2(k_f-k_e)/(k_f+k_e)$.

For the perforated disc, let each hole respond to the applied gradient $G$, as the single hole did. At distances much larger than $R_b$, the different positions of the holes no longer matter at leading order, and the strengths add to $NR^2$. The area fraction is $\phi=N\pi R^2/(\pi R_b^2)$, so $NR^2=\phi R_b^2$. Equating the two strengths gives

$$\phi=\frac{k_f-k_e}{k_f+k_e}.$$

Multiply out and collect $k_e$:

$$\phi k_f+\phi k_e=k_f-k_e
\quad\Rightarrow\quad
k_e(1+\phi)=k_f(1-\phi).$$

Hence the diffusive prediction is

$$k_{\rm dif}=Fk_f,\qquad F=\frac{1-\phi}{1+\phi}.$$

Why may each hole be treated as if its neighbours were absent? A neighbouring dipole at distance $r$ and angle $\theta$ changes the gradient by components proportional to $\cos2\theta/r^2$ and $\sin2\theta/r^2$. Rotating its position by 90° reverses both signs. For a hole at the centre of a circular block of a square array, the neighbours' contributions therefore cancel in groups of four. Away from the centre the cancellation is no longer exact, but it remains nearly complete in a large circular block: for a block 60 pitches in radius at $\phi=0.30$, direct summation at sites from the centre out to the rim gives less than 1 percent of $G$. What remains is the variation of their fields across the hole, which Maxwell's formula neglects.

### What the factor means, and how good it is

Write $F$ as a product:

$$F=(1-\phi)\times\frac{1}{1+\phi}=0.700\times0.769=0.538 .$$

The first factor is the missing material, which was your idea. The second is the cost of the detours. For small $\phi$, $F\approx1-2\phi$, so at that order the two effects cost equally much.

To see the size of the neglected terms, I solved Laplace's equation numerically for one cell of the square array. The temperature was expanded in functions that already satisfy the wall condition, and the conditions on the cell edges were fitted by least squares. This gives 0.5376 at $\phi=0.30$, which is 0.16 percent below Maxwell's value. Going from 12 to 18 functions moves the result by about $8\times10^{-8}$.

The agreement worsens for larger holes. At $\phi=0.60$ Maxwell gives 0.250 and the square array gives 0.230. At $\phi=\pi/4$ neighbouring holes touch and cut the solid into separate islands, so the true conductivity is zero, while the formula still gives a positive value.

### Separating the two losses

Define the residual factor $S$ by

$$k_m=F\,S\,k_f
\quad\Rightarrow\quad
S=\frac{k_m}{k_f}\,\frac{1+\phi}{1-\phi}.$$

With your numbers,

$$k_{\rm dif}=0.5385\times60=32.3\ \text{W/(m K)},\qquad
S=\frac{24}{32.3}=0.743 .$$

Diffusion around the holes reduces the conductivity to 54 percent of the film value. A further factor of 0.74 is needed to reach the measurement. Put differently, the remaining solid conducts as if its own conductivity were $0.743\times60=44.6$ W/(m K) instead of 60.

Be careful if you are asked how many W/(m K) each mechanism costs. The total loss is 36 W/(m K), but its division depends on the order of the two factors:

- With diffusion first, the losses are $k_f(1-F)=27.7$ for diffusion and $Fk_f(1-S)=8.3$ for the residual.
- With the residual first, they are $k_f(1-S)=15.4$ for the residual and $Sk_f(1-F)=20.6$ for diffusion.

Neither order is more correct. The factors $F$ and $S$ do not have this ambiguity, and their logarithms add:

$$\ln\frac{k_m}{k_f}=\ln F+\ln S=-0.619-0.297 .$$

On this logarithmic scale, diffusion accounts for 68 percent of the reduction.

### Reading the residual as phonon scattering

In kinetic theory with a single mean free path $\Lambda$, $k=\tfrac13Cv\Lambda$, where $C$ is the heat capacity per volume and $v$ the phonon speed. If the holes leave $C$ and $v$ of the solid unchanged, $S$ can be expressed as a shorter effective path, $\Lambda_{\rm eff}=S\Lambda$. Adding scattering rates at fixed $v$ defines an extra scattering length $\ell$:

$$\frac1\ell=\frac1{\Lambda_{\rm eff}}-\frac1\Lambda
=\frac{1-S}{S\Lambda}
\quad\Rightarrow\quad
\ell=\frac{S\Lambda}{1-S}.$$

As an illustration, choose $\Lambda=200$ nm for the unpatterned film. This stands for the long-path phonons that carry much of the heat in silicon. It is not an average over all phonons: putting silicon's full heat capacity, about $1.7\times10^6$ J/(m³ K), and a sound speed of about 6400 m/s into the formula for $k$ would give only about 17 nm at 60 W/(m K). Then $\Lambda_{\rm eff}=149$ nm and $\ell=578$ nm. This is an effective length, not a distance you can find on the drawing. The hole diameter is $2\times500\sqrt{0.30/\pi}=309$ nm, and the neck between neighbouring holes is 191 nm.

The length $\ell$ is also sensitive to errors. Differentiating $\ln\ell=\ln S-\ln(1-S)+\ln\Lambda$ at fixed $\Lambda$ gives $d\ell/\ell=(dS/S)/(1-S)$, so a small relative error in $S$ is multiplied by about four.

Does wall scattering really produce a residual of this kind? I followed 12,000 model phonons through the array by random flights. Free paths had an exponential distribution with mean $\Lambda$, scattering in the solid made the direction random, and the hole walls reflected diffusely. The late growth of the mean-square displacement gives the in-plane diffusivity $D$. Since only a fraction $1-\phi$ of the volume holds phonons,

$$\frac{k}{k_f}=(1-\phi)\frac{D}{v\Lambda/3},\qquad
S=\frac1F\frac{k}{k_f}.$$

With the geometry held fixed, the results were:

| $\Lambda$ (nm) | simulated $S$ | standard error |
|---:|---:|---:|
| 25 | 0.957 | 0.007 |
| 50 | 0.917 | 0.007 |
| 200 | 0.680 | 0.005 |
| 800 | 0.340 | 0.002 |

If $1/S$ is linear in $\Lambda$ for short paths, its value at $\Lambda=0$ is $2/S(25)-1/S(50)=0.999$, with a statistical error of about 0.02. The simulation thus returns to Maxwell's result when phonons scatter often between walls. For longer paths the walls cause an additional reduction. Fourier's law then fails on the scale of the holes, and $S$ describes the whole array, not a local conductivity of silicon.

Your $S=0.743$ lies above the simulated 0.680 for 200 nm. Within this model it would correspond to a path between 50 and 200 nm. Since the reading is illustrative, the difference tells us nothing about real walls.

### When the residual is not boundary scattering

**The reference film.** The reference must have the same thickness, because the top and bottom faces also scatter phonons. Suppose the path between scattering events inside the silicon is 486 nm and the faces reflect diffusely. The Fuchs–Sondheimer integral for a 150 nm film then gives 0.412 of the bulk conductivity, hence the effective 200 nm used above. The corresponding bulk value is $60/0.412=146$ W/(m K). Using it as the reference would give $S=0.743\times0.412=0.306$ and blame the holes for scattering at the faces.

**The state of the silicon.** Any damage from etching also enters $S$. If a rim 10 nm thick around each hole conducted no heat, the thermal diameter would be 329 nm instead of 309 nm. Recomputing $F$ with that diameter raises $S$ to 0.812. More than a quarter of the apparent 26 percent residual reduction would then be geometry.

**The measurements.** Independent 5 percent errors in $k_f$ and $k_m$ give a 7 percent error in $S$, so $S=0.74\pm0.05$. An error of 5 nm in the diameter moves $S$ by about 0.016. If the perforated film were 10 K warmer than the reference, a rough $1/T$ law would lower $k_m$, and with it $S$, by 3 percent. This is probably an upper estimate for the film. Bulk silicon near 300 K falls somewhat faster than $1/T$, roughly as $T^{-1.4}$, but scattering at faces and hole walls depends much less on temperature. In the single-path model the effective path of this film changes only about half as fast as the internal one, which leaves a drop of about 2 percent. Air in the holes hardly matters: its conductivity, roughly 0.026 W/(m K), multiplies each hole's dipole strength by $(k_f-k_{\rm air})/(k_f+k_{\rm air})$ and raises $F$ by 0.06 percent.

### How this compares with real silicon

The film conductivity of 60 W/(m K) is in a realistic range: bulk silicon near room temperature conducts roughly 150 W/(m K), and a film this thin conducts markedly less. The bulk value of 146 W/(m K) found above is no independent check, because it depends on the chosen path of 200 nm. Real silicon does not obey the assumption of a single mean free path, since its heat is carried by phonons with a wide range of paths. As a simple illustration, let half the heat in the unpatterned film be carried at 50 nm and half at 800 nm, with no exchange between the groups. The simulated residual is then $(0.917+0.340)/2\approx0.63$, compared with 0.68 for a single path of 200 nm. The 800 nm group is extreme for this film: with diffuse faces it would need an internal path of about 120 µm, and an internal path of 10 µm gives only about 520 nm. The example shows the direction of the effect, not its size in silicon. Keeping the single path but simulating the diffuse film faces explicitly, with the 486 nm internal path, gives 0.655 with a standard error of 0.006. These changes affect the phonon interpretation; the measured $S=0.743$ stays the same.

So the answer to the exercise is a diffusive factor of 0.54 and a residual factor of 0.74. The second may be called hole-boundary scattering if the reference film matches in thickness, material quality and temperature, the hole size is known accurately, and the silicon between the holes is undamaged.
